# The Uehling potential: derivation and accuracy of its two limiting forms, part 1

(Sections cited here and not found follow in the second part.)

## The decision

A calculation of a muon or an electron bound to a nucleus of charge $Z$ has to decide what to do with vacuum polarization. At lowest order the Coulomb energy $-Z/r$ is multiplied by $1+U(r)$, and $U$ is a one-dimensional integral that must be done again at every radius. One may evaluate the integral on the whole radial grid, replace it by a closed form, or drop it. Two closed forms are available, a logarithm for small $r$ and a damped power for large $r$. Whether either may be used depends on which radii contribute to the quantity wanted, measured against the reduced Compton length of the electron, and on how large the error of each form is at those radii. For a level shift these need not be the radii where the bound particle is most likely to be found: an electronic s level in a light atom takes most of its shift from far inside its orbit. For a muon in the 1s orbit of a point sodium nucleus, replacing the integral by the logarithm moves the level by about 5 Hartree, and dropping the term moves it by about 70.

Energies are in Hartree and lengths in bohr. In these units $\hbar = m_e = 1$ and $c = 1/\alpha$, so the reduced Compton length $\hbar/m_e c$ equals $\alpha$ bohr, that is $7.297\times10^{-3}$ bohr. The combination written $mr$ in units with $\hbar=c=1$ is

$$x = \frac{m_e c\, r}{\hbar} = \frac{r}{\alpha}.$$

Wave numbers $Q$ are measured in units of $m_e c/\hbar$, and $y = Q^2$. The source is a static point charge $Z$, the probe has charge $-1$, and the treatment keeps one electron loop and first order in the field of the source. The program and its output follow the text; every test mentioned is one that it asserts.

## Entry 1. One mass

Suppose the Fourier transform of the interaction energy is

$$\tilde V(K) = -\frac{4\pi Z}{K^2}\left[1+\hat\Pi\right],$$

with $K = Q/\alpha$ the wave number in inverse bohr and $\hat\Pi$ a dimensionless function of $y$. For a function $F$ of $|\mathbf K|$ alone the angular integral gives $\int d\Omega\, e^{i\mathbf K\cdot\mathbf r} = 4\pi \sin(Kr)/(Kr)$, so

$$\int\frac{d^3K}{(2\pi)^3}e^{i\mathbf K\cdot\mathbf r}F(K) = \frac{1}{2\pi^2 r}\int_0^\infty K\sin(Kr)F(K)\,dK .$$

Insert $F = -4\pi Z\hat\Pi/K^2$ and use $Kr = Qx$ and $dK/K = dQ/Q$:

$$V(r) = -\frac{Z}{r}\,[1+U],\qquad U(x) = \frac{2}{\pi}\int_0^\infty \frac{\sin(Qx)}{Q}\,\hat\Pi(Q^2)\,dQ. \tag{1}$$

The simplest polarization that leaves the charge seen from far away equal to $Z$, which requires $\hat\Pi(0)=0$, has one mass $M$ and one strength $A$: $\hat\Pi = A\,y/(y+M^2)$. The integrand of (1) is then even in $Q$, so the range can be extended to the whole line at the cost of a factor $1/2$, and $\sin(Qx)$ is the imaginary part of $e^{iQx}$. For $x>0$ the contour closes in the upper half plane around the pole $Q = iM$, where the residue of $Qe^{iQx}/(Q^2+M^2)$ is $iMe^{-Mx}/(2iM)$:

$$U = \frac{A}{\pi}\,\mathrm{Im}\int_{-\infty}^{\infty}\frac{Q\,e^{iQx}}{Q^2+M^2}\,dQ = \frac{A}{\pi}\,\mathrm{Im}\left[2\pi i\,\frac{e^{-Mx}}{2}\right] = A\,e^{-Mx}. \tag{2}$$

Limits. For $x\to\infty$ the potential is $-Z/r$, as demanded. For $x\to0$ it is $-Z(1+A)/r$: a probe inside the distance $1/M$ sees a larger charge, because it has passed through a screening cloud. One mass gives a finite value at short range and a pure exponential at long range, with no power of $x$ in front.

## Entry 2. A continuum of masses

A photon does not turn into one particle of fixed mass. It turns into an electron–positron pair, whose invariant mass $M = 2t$ takes every value from the threshold $t=1$ upward. Equation (2) is linear in $A$, so a weight $\rho(t)\ge0$ gives

$$\hat\Pi = \int_1^\infty \rho(t)\,\frac{y}{y+4t^2}\,dt \quad\Longleftrightarrow\quad U = \int_1^\infty \rho(t)\,e^{-2xt}\,dt. \tag{3}$$

The exchange of the $t$ and $Q$ integrals is safest in the direction from position to momentum. The function $\rho(t)e^{-2xt}/x$ is non-negative, and its integral over three-dimensional space and over $t$ is $4\pi\int\rho\,dt/(4t^2)$. If that is finite, the Fourier transform of $U/x$ may be taken under the $t$ integral and equals $\int\rho\,4\pi/(Q^2+4t^2)\,dt = 4\pi\hat\Pi/y$. A function is fixed by its transform, so (3) holds.

Far above threshold the electron mass is irrelevant and no scale is left, so the natural weight per logarithmic interval $dt/t$ is a constant. The model $\rho = 1/t$ gives the exponential integral,

$$E_1(\zeta) = \int_1^\infty \frac{e^{-\zeta t}}{t}\,dt = \int_\zeta^\infty\frac{e^{-u}}{u}\,du,\qquad \zeta = 2x .$$

Its small-$\zeta$ form is needed exactly. Euler's constant is taken as $\gamma = -\Gamma'(1) = -\int_0^\infty e^{-u}\ln u\,du$. Integrate by parts with $du/u = d\ln u$:

$$E_1 = -e^{-\zeta}\ln\zeta + \int_\zeta^\infty e^{-u}\ln u\,du = -e^{-\zeta}\ln\zeta - \gamma - \int_0^\zeta e^{-u}\ln u\,du .$$

In the last integral use $1-e^{-u}$ as the antiderivative of $e^{-u}$, because it vanishes at $u=0$ and removes the boundary term there:

$$\int_0^\zeta e^{-u}\ln u\,du = (1-e^{-\zeta})\ln\zeta - \mathrm{Ein}(\zeta),\qquad \mathrm{Ein}(\zeta) = \int_0^\zeta\frac{1-e^{-u}}{u}\,du .$$

The terms $e^{-\zeta}\ln\zeta$ cancel and

$$E_1(\zeta) = -\ln\zeta-\gamma+\mathrm{Ein}(\zeta). \tag{4}$$

Since $0\le 1-e^{-u}\le u$, one has $0\le\mathrm{Ein}\le\zeta$, and the series of the exponential gives $\mathrm{Ein} = \zeta-\zeta^2/4+\zeta^3/18-\dots$. The program tests (4) and the bound at three values of $\zeta$, with $E_1$ integrated from its definition.

Limits. At short range all masses up to $t\sim1/2x$ contribute equally per logarithmic interval, which produces $\ln(1/x)$; the constant $\gamma$ measures the smooth shape of the cutoff $e^{-2xt}$. At long range only $s = t-1\lesssim 1/2x$ survives. If the weight starts as $\rho\approx\rho_0 s^{p}$, the definition of $\Gamma$ gives

$$U\approx \rho_0\,e^{-2x}\int_0^\infty s^p e^{-2xs}\,ds = \rho_0\,\Gamma(p+1)\,\frac{e^{-2x}}{(2x)^{p+1}}. \tag{5}$$

The model $1/t$ jumps at threshold, $p=0$, so $E_1(2x)\approx e^{-2x}/2x$. The two asymptotes therefore probe two different ends of the weight: its tail at large $t$ with one integrated constant, and its onset at $t=1$. What is missing is the true weight.

## Entry 3. The electron loop

In this entry $\hbar=c=m_e=1$, the metric is $(+,-,-,-)$, and $e^2 = 4\pi\alpha$. The result is dimensionless and carries over unchanged. The Feynman rules are a vertex $-ie\gamma^\mu$, an electron propagator $i(\gamma\cdot k+1)/(k^2-1+i0)$, a factor $-1$ and a trace for the closed loop, and a photon propagator $-ig_{\mu\nu}/q^2$. The numerical prefactor of the loop is $(-1)(-ie)^2 i^2 = -e^2$, so in $d$ dimensions, chosen to make the integrals finite without spoiling gauge invariance,

$$i\Pi^{\mu\nu}(q) = -e^2\int\frac{d^dk}{(2\pi)^d}\frac{N^{\mu\nu}}{(k^2-1)\,((k+q)^2-1)},$$

$$N^{\mu\nu} = \mathrm{tr}\left[\gamma^\mu(\gamma\cdot k+1)\gamma^\nu(\gamma\cdot(k+q)+1)\right].$$

Traces of an odd number of Dirac matrices vanish. The anticommutator $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ with $\mathrm{tr}\,1=4$ gives $\mathrm{tr}\,\gamma^\mu\gamma^\nu = 4g^{\mu\nu}$ and $\mathrm{tr}[\gamma^\mu(\gamma\cdot a)\gamma^\nu(\gamma\cdot b)] = 4(a^\mu b^\nu+a^\nu b^\mu-g^{\mu\nu}a\cdot b)$. Hence

$$N^{\mu\nu} = 4\left[k^\mu(k+q)^\nu+k^\nu(k+q)^\mu-g^{\mu\nu}\left(k\cdot(k+q)-1\right)\right].$$

The denominators are joined by $1/(AB) = \int_0^1dz\,[(1-z)A+zB]^{-2}$, which follows by direct integration: the antiderivative is $-1/[(B-A)(A+z(B-A))]$, and its difference between the limits is $(1/A-1/B)/(B-A)$. With $A = k^2-1$ and $B = (k+q)^2-1$ the bracket is $k^2+2zk\cdot q+zq^2-1$. Completing the square with $l = k+zq$ turns it into $l^2-\Delta$, where

$$\Delta = 1-wq^2,\qquad w = z(1-z).$$

Put $k = l-zq$ and $k+q = l+(1-z)q$ in the numerator. Terms linear in $l$ integrate to zero. The product $l^\mu l^\nu$ integrates to a multiple of $g^{\mu\nu}$, and contraction fixes it as $l^2g^{\mu\nu}/d$. Then

$$\tfrac14N^{\mu\nu}\to-\left(1-\tfrac2d\right)l^2g^{\mu\nu}-2w\,q^\mu q^\nu+(1+wq^2)\,g^{\mu\nu}.$$

A static source has $q^0=0$, so $q^2=-Q^2$ and $\Delta>0$. The poles in $l^0$ lie at $\pm(\sqrt{\mathbf l^2+\Delta}-i0)$, in the second and fourth quadrants, and the contour can be turned counterclockwise onto the imaginary axis. This gives $d^dl = i\,d^dl_E$ and $l^2=-l_E^2$. Two Euclidean integrals remain. Write $1/D^2 = \int_0^\infty\tau e^{-\tau D}d\tau$ and use the Gaussian $\int d^dl_E\,(2\pi)^{-d}e^{-\tau l_E^2} = (4\pi\tau)^{-d/2}$; a factor $l_E^2$ is produced by $-\partial_\tau$ acting on the Gaussian, which multiplies it by $d/2\tau$. The $\tau$ integrals are gamma functions:

$$J_0 = \int\frac{d^dl_E}{(2\pi)^d}\frac{1}{(l_E^2+\Delta)^2} = \frac{\Gamma(2-\frac d2)}{(4\pi)^{d/2}}\Delta^{d/2-2},$$

$$J_1 = \int\frac{d^dl_E}{(2\pi)^d}\frac{l_E^2}{(l_E^2+\Delta)^2} = \frac d2\,\frac{\Gamma(1-\frac d2)}{(4\pi)^{d/2}}\Delta^{d/2-1}.$$

Because $(1-\frac2d)\frac d2 = -(1-\frac d2)$ and $(1-\frac d2)\Gamma(1-\frac d2) = \Gamma(2-\frac d2)$, one finds $(1-\frac2d)J_1 = -\Delta J_0$. The rotation changes $-(1-\frac 2d)l^2$ into $+(1-\frac2d)l_E^2$, so the coefficient of $g^{\mu\nu}J_0$ is $-\Delta+1+wq^2 = 2wq^2$. The factor $i$ of the rotation cancels the $i$ on the left, and

$$\Pi^{\mu\nu} = (q^2g^{\mu\nu}-q^\mu q^\nu)\,\Pi(q^2),\qquad \Pi(q^2) = -8e^2\int_0^1 w\,J_0\,dz .$$

The tensor is transverse, as current conservation requires. Inserting the loop once into the photon line multiplies the free propagator by $i\Pi^{\mu}{}_{\nu}\,(-i/q^2) = \Pi\,(\delta^\mu_\nu-q^\mu q_\nu/q^2)$. The $q^\mu q_\nu$ part does not act on a static charge, whose current has only a time component while $q^0=0$. The interaction is thus proportional to $e_0^2[1+\Pi(q^2)]/Q^2$ with the bare charge $e_0$. The charge measured at large distance is the $Q\to0$ value, $e^2 = e_0^2[1+\Pi(0)]$, and to first order in $\alpha$ the interaction becomes $e^2[1+\hat\Pi]/Q^2$ with $\hat\Pi = \Pi(q^2)-\Pi(0)$. This is the $\hat\Pi$ of Entry 1. With $\epsilon = 2-d/2\to0$, $\Gamma(\epsilon)\approx1/\epsilon$ and $\Delta^{-\epsilon}-1\approx-\epsilon\ln\Delta$, so the product tends to $-\ln\Delta$. The prefactor is $8e^2/16\pi^2 = 2\alpha/\pi$:

$$\hat\Pi = \frac{2\alpha}{\pi}\int_0^1w\ln(1+wy)\,dz\equiv\frac{2\alpha}{3\pi}P(y),\qquad P(y) = 3\int_0^1w\ln(1+wy)\,dz. \tag{6}$$

The sign is positive: the attraction grows at large $Q$, as in the one-mass model with $A>0$.

A test that needs no regularization. Contract the loop in four dimensions before any Feynman parameter is introduced. The numerator is $g_{\mu\nu}N^{\mu\nu} = -8k_1\cdot k_2+16$ and the left side is $3q^2\Pi=-3y\Pi$. After rotation $k_1\cdot k_2$ changes sign, and with $k_{1,2} = k\pm Q/2$, $u = k_E^2$ and $\theta$ the angle between $k_E$ and $Q$,

$$3y\,\Pi = e^2\int\frac{d^4k_E}{(2\pi)^4}\,\frac{8u-2y+16}{(u+y/4+1)^2-uy\cos^2\theta}.$$

The divergent and regulator-dependent parts are a constant and a term linear in $y$. Two derivatives with respect to $y$ remove both and leave a convergent integral. The program integrates it over $u$ and $\theta$ and compares it with the second derivative of $3y\hat\Pi$ from (6) at $y=0,1,6$. At $y=6$ both give $0.04105021\,\alpha$. Both roads start from the same prefactor $-e^2$; from there on, this checks the sign and the factor $2\alpha/\pi$ independently.

Limits of (6). For small $y$, $\int_0^1w^2dz = \frac13-\frac12+\frac15=\frac1{30}$ gives $P\approx y/10$. For large $y$, $\ln(1+wy)\to\ln y+\ln w$. Here $\int w\,dz = \frac16$, and the symmetry $z\to1-z$ with $\int_0^1z^n\ln z\,dz=-1/(n+1)^2$ gives $\int w\ln w\,dz = 2\int(z-z^2)\ln z\,dz = 2(-\frac14+\frac19) = -\frac5{18}$. Therefore

$$P(y)\to\tfrac12\ln y-\tfrac56, \tag{7}$$

which the program tests at $y=10^6$.

## Entry 4. The true weight

Equation (6) must be brought to the form (3). Set $z = (1-v)/2$, so that $w = (1-v^2)/4$. The integrand is even in $v$, and $\int_0^1dz$ becomes $\int_0^1dv$. Integrate by parts with $(v-v^3/3)/4$ as the antiderivative of $w$. The boundary term vanishes, at $v=0$ through the antiderivative and at $v=1$ through the logarithm. The derivative of the logarithm is $-2vy/[4+(1-v^2)y]$, so

$$P = \frac32\int_0^1v^2\left(1-\frac{v^2}3\right)\frac{y}{4+(1-v^2)y}\,dv .$$

Now let $t = (1-v^2)^{-1/2}$. Then $v = \sqrt{t^2-1}/t$, differentiation of $v^2 = 1-t^{-2}$ gives $v\,dv = dt/t^3$, and

$$1-\frac{v^2}{3} = \frac23\left(1+\frac1{2t^2}\right),\qquad \frac{y}{4+y/t^2} = \frac{t^2y}{y+4t^2}.$$

The factors $\frac32\cdot\frac23$ cancel, one $v$ is left over, and $t^2/t^3 = 1/t$:

$$P(y) = \int_1^\infty f(t)\frac{y}{y+4t^2}\,dt,\qquad f(t) = \left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}. \tag{8}$$

The weight is non-negative and $\int f\,dt/t^2$ is finite, so (3) applies and yields the Uehling correction,

$$U(x) = \frac{2\alpha}{3\pi}\chi(x),\qquad\chi(x) = \int_1^\infty f(t)\,e^{-2xt}\,dt, \tag{9}$$

with $2\alpha/3\pi = 1.548546\times10^{-3}$. Since $f\ge0$, $\chi$ is positive and decreasing for all $x$.

The meaning of $f$ comes from continuing (6) to timelike $q^2 = 4t^2>4$. The logarithm $\ln(1-wq^2-i0)$ has imaginary part $-\pi$ where $w>1/4t^2$, that is for $|v|<\beta=\sqrt{1-t^{-2}}$. The integral of $w$ over that range of $z$ is $(\beta-\beta^3/3)/4$, so $|\mathrm{Im}\,\hat\Pi| = \frac\alpha2\beta(1-\beta^2/3) = \frac\alpha3\,t f(t)$. Unitarity relates this to real pair creation: $2\,|\mathrm{Im}\,\Pi^\mu{}_\mu|$, with $\Pi^\mu{}_\mu = 3q^2\Pi$, equals $e^2T\Phi$. The spin sum is

$$T = -\mathrm{tr}[(\gamma\cdot p_1+1)\gamma^\mu(\gamma\cdot p_2-1)\gamma_\mu] = 8p_1\cdot p_2+16 = 4q^2+8,$$

because $q^2=(p_1+p_2)^2 = 2+2p_1\cdot p_2$. The two-body phase space in the rest frame, with each particle of energy $E=t$ and momentum $p = \beta t$, is $\Phi = (2\pi)^{-2}\int4\pi p^2dp\,\delta(2t-2E)/(4E^2) = p/(8\pi E) = \beta/8\pi$, where $dE/dp = p/E$ resolves the delta function. Then $e^2T\Phi/(6q^2) = \frac\alpha3(1+2/q^2)\beta$, which is $\frac\alpha3tf$ again. So $\beta$, the velocity of either particle of the pair, is the phase-space factor, and $1+1/2t^2$ is the spin factor.

The program tests this with explicit Dirac matrices at three energies, tests (8) against (6) at three values of $y$, and tests (9) against the oscillatory integral (1) done directly on (6). The two roads give $\chi = 1.11360123$ at $x=0.1$, $0.17793358$ at $x=0.5$ and $0.00886815$ at $x=1.5$.

Limits. For $t\to\infty$, $f\to1/t$, the model of Entry 2. For $t\to1$, $f\propto\sqrt{t-1}$, so $p=1/2$ in (5). Expanding (8) for small $y$ and comparing with $P\approx y/10$ gives $\int f\,dt/t^2 = 2/5$, used in the last entry.

The electron loop has given the true weight $f(t)$ and with it the exact Uehling correction (9). What remains is to derive its short-range and long-range forms, bound their errors, and use sodium to decide when either form can be trusted for a level shift.
